# Image lowering of a tunnel barrier midway between two metal plates

## Problem

An electron tunnels through a thin oxide between two metal electrodes. While it is in the oxide it attracts charge to both metal surfaces, and this lowers its energy. Model the electrodes as parallel, grounded, ideal metal plates a distance \(d\) apart, and the oxide as a uniform dielectric of relative permittivity \(\varepsilon\). The electron is a point charge \(q=-e\) at rest. Its energy \(W\) is measured from that of the same electron in unbounded dielectric, so the barrier lowering is \(\Delta=-W\).

1. Find the image charges for an electron at the midpoint and sum their potential. Show that the order of summation matters, and which order is right.
2. Find \(\Delta\) at the midpoint, and evaluate it for \(d=1.5\) nm and \(\varepsilon=2.25\), the optical permittivity. Confirm it without using images.
3. Find \(W(x)\) at a distance \(x\) from one plate. Is the midpoint value typical of the barrier?
4. Estimate how far real electrodes, the response time of the oxide, an applied bias and temperature change the picture.

## Solution

### 1. The images and their sum

Reflection in a grounded plane reverses the sign of a charge. The plates lie at distances \(d/2\) on either side of the electron, so the first reflections give charges \(-q\) at distances \(d\) on both sides. Each of these must be reflected in the other plate, which gives \(+q\) at \(2d\), and so on. There is thus a charge \((-1)^j q\) at position \(jd\) from the electron for every nonzero integer \(j\). Shell \(n\) holds two charges at distance \(nd\), and the images produce at the electron the potential

\[
\phi=\frac{q}{4\pi\varepsilon_0\varepsilon d}\,2\sum_{n=1}^{\infty}\frac{(-1)^n}{n}.
\]

To sum it, let \(S_N=\sum_{n=1}^{N}(-1)^{n-1}/n\) and write \(1/n=\int_0^1t^{n-1}dt\). The finite geometric sum gives

\[
S_N=\int_0^1\frac{1-(-t)^N}{1+t}\,dt=\ln2-(-1)^N\int_0^1\frac{t^N}{1+t}\,dt .
\]

The last integral is smaller than \(\int_0^1t^N dt=1/(N+1)\), so \(S_N\to\ln 2\) and

\[
\phi=-\frac{2q\ln2}{4\pi\varepsilon_0\varepsilon d}.
\]

Convergence is slow. For large \(N\) the factor \(t^N\) is concentrated near \(t=1\), where \(1/(1+t)\approx1/2\), so the error is about \(1/(2N)\). An error of 1% of \(\ln2\) therefore needs \(N\approx 1/(0.02\times0.693)\approx72\) shells.

The series converges only conditionally, so its order needs a physical reason. Keep all charges with \(|j|\le J\), including the electron itself at \(j=0\). About the plate at \(-d/2\), the charges \(j\) and \(-1-j\) are mirror partners of opposite sign and cancel on the plate. One charge, \(j=J\), is left without a partner. Its potential on the plate falls as \(1/J\) and vanishes in the limit. The same holds for the other plate, so this order satisfies the grounded-plate condition.

Suppose instead that \(2N\) shells of opposite sign are kept with \(N\) shells of like sign. The extra shells lie at distances \((2m-1)d\) with \(m=N+1,\dots,2N\). At the electron they add

\[
-\frac{q}{4\pi\varepsilon_0\varepsilon d}\,2\sum_{m=N+1}^{2N}\frac{1}{2m-1}\;\longrightarrow\;-\frac{q\ln2}{4\pi\varepsilon_0\varepsilon d},
\]

because for large \(N\) the sum approaches \(\int_N^{2N}dm/(2m)=\tfrac12\ln2\). The extra shells recede to infinity as \(N\) grows, so their potential has the same limit at every fixed point, including points on the plates. The plates are then no longer at zero potential. This order solves a different problem.

### 2. The energy at the midpoint

The images are not fixed charges: they grow in proportion to the charge that induces them. Build up the charge from 0 to \(q\). At the stage \(q'\) the induced potential is \(\phi\,q'/q\), so

\[
W=\int_0^q\phi\,\frac{q'}{q}\,dq'=\frac12q\phi .
\]

The work done against the charge's own direct field is the same in unbounded dielectric and drops out. Hence

\[
\boxed{\Delta=\frac{e^2\ln2}{4\pi\varepsilon_0\varepsilon d}}
\]

With \(e^2/(4\pi\varepsilon_0)=1.440\) eV nm,

\[
\Delta=\frac{1.440\ \text{eV nm}}{2.25\times1.5\ \text{nm}}\times0.6931
=0.4267\ \text{eV}\times0.6931=0.296\ \text{eV}\approx0.30\ \text{eV}.
\]

The nearest images alone would give 0.427 eV, which is the sum of two separate single-plate lowerings. The second shell brings this down to 0.213 eV, and later sums alternate about the limit. Leaving out the factor one half would give 0.59 eV, and the wrong order of part 1 would give 0.44 eV.

**Confirmation without images.** Resolve the potential into waves of wave number \(k\) parallel to the plates, with \(x\) measured from the left plate. The direct potential of the charge has the component \((q/2\varepsilon_0\varepsilon k)\,e^{-k|x-d/2|}\). Write the induced part as \((q/2\varepsilon_0\varepsilon k)\,h(x)\). It has no source between the plates, so \(h''=k^2h\), and it must cancel the direct part on them, so \(h(0)=h(d)=-e^{-kd/2}\). The solution is

\[
h(x)=-e^{-kd/2}\,\frac{\cosh k(x-d/2)}{\cosh(kd/2)},\qquad
h(d/2)=-\frac{2}{e^{kd}+1}.
\]

Summing over wave vectors in the plane, with \(d^2k/(2\pi)^2\to k\,dk/2\pi\), the factor \(k\) cancels the \(1/k\) of the direct wave:

\[
\phi=\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{q}{2\varepsilon_0\varepsilon k}\,h(d/2)
=-\frac{q}{2\pi\varepsilon_0\varepsilon}\int_0^\infty\frac{dk}{e^{kd}+1}
=-\frac{q\ln2}{2\pi\varepsilon_0\varepsilon d},
\]

since \(\int_0^\infty du/(e^u+1)=\left[-\ln(1+e^{-u})\right]_0^\infty=\ln2\). This is the potential of part 1, and here no order had to be chosen.

**Confirmation of the factor one half.** The force that pulls each plate towards the electron gives the energy without a charging argument. At \(x=0\) the slope of the total potential is

\[
\frac{q}{2\varepsilon_0\varepsilon}\,e^{-kd/2}\left(1+\tanh\frac{kd}{2}\right)=\frac{q}{2\varepsilon_0\varepsilon\cosh(kd/2)} .
\]

The surface charge is \(\varepsilon_0\varepsilon\) times the field pointing into the gap, which is minus this slope, so \(\sigma_k=-q/[2\cosh(kd/2)]\). At \(k=0\) this is \(-q/2\), the total charge on each plate. For plates moved through a medium of fixed \(\varepsilon\), the net inward force on each plate is

\[
F=\int\frac{\sigma^2}{2\varepsilon_0\varepsilon}\,dA
=\frac{1}{2\varepsilon_0\varepsilon}\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{q^2}{4\cosh^2(kd/2)} .
\]

With \(u=kd/2\) and \(\int_0^\infty u\,\mathrm{sech}^2u\,du=\left[u\tanh u-\ln\cosh u\right]_0^\infty=\ln2\), this becomes

\[
F=\frac{q^2}{16\pi\varepsilon_0\varepsilon}\,\frac{4}{d^2}\,\ln2=\frac{q^2\ln2}{4\pi\varepsilon_0\varepsilon d^2}.
\]

Draw the plates apart symmetrically, so that the electron stays midway. The work done for an increase \(\delta d\) is \(F\,\delta d\), and \(W\to0\) at infinite separation. Therefore \(W=-\int_d^\infty F\,dd'=-\Delta\), with the factor one half included. Numerically, the force integral and \(\Delta/d\) both give 0.197 eV/nm.

### 3. Other positions

For an electron at \(x=sd\), the opposite images lie at distances \(2(n-1)d+2x\) and \(2nd-2x\), and the like images at \(2nd\) on each side, with \(n=1,2,\dots\). Grouping them in this balanced way and keeping the factor one half,

\[
W(x)=-\frac{e^2}{16\pi\varepsilon_0\varepsilon d}\sum_{n=1}^{\infty}\left[\frac1{n-1+s}+\frac1{n-s}-\frac2n\right].
\]

The digamma function obeys \(\psi(s)=-\gamma-\sum_{n\ge1}\left[1/(n-1+s)-1/n\right]\), where \(\gamma\) is Euler's constant, so

\[
W(x)=\frac{e^2}{16\pi\varepsilon_0\varepsilon d}\left[2\gamma+\psi(s)+\psi(1-s)\right].
\]

At \(s=1/2\) the sum is \(4\sum_n\left[1/(2n-1)-1/(2n)\right]=4\ln2\), which returns \(\Delta\). For \(s\to0\) the term \(1/s\) dominates and \(W\to-e^2/(16\pi\varepsilon_0\varepsilon x)\), the law for a single plate.

The midpoint is not typical, because the lowering is smallest there. The first two terms combine to

\[
\frac{2n-1}{(n-\frac12)^2-(s-\frac12)^2},
\]

and every one of these is least at \(s=1/2\). At \(x=d/4\) the lowering is already 0.444 eV.

Between ideal plates this matters for tunnelling. Take a barrier \(\Phi=3.2\) eV and an effective mass \(m=0.5\,m_e\), rough values for aluminium and silicon dioxide. (The optical permittivity of silica itself is nearer 2.13, which would give \(\Delta=0.312\) eV; the value 2.25 is kept here.) At the Fermi level and zero bias, the WKB transmission contains \(e^{-S}\) with \(S=(2/\hbar)\int\sqrt{2m(\Phi+W)}\,dx\), taken where \(\Phi+W>0\). Without image lowering \(S=19.44\). Lowering the whole barrier by the midpoint value gives

\[
S=19.44\sqrt{\frac{3.2-0.296}{3.2}}=18.52,
\]

a gain of 2.5 in the exponential factor. The full profile gives \(S=16.07\) and a gain of about 29. Prefactors are left out of both. The second gain belongs to ideal plates and is not an estimate for real electrodes. Most of it comes from the regions close to the plates, where the ideal image energy diverges and the barrier vanishes 0.05 nm from each surface. With the screened metal plates of part 4, the same integral gives a gain of only about 2. That figure is not an estimate for real electrodes either. It ranges from about 1.2 to 3 for \(\lambda\) from 0.10 to 0.03 nm, and is about 9 for \(\lambda=0.05\) nm with \(\varepsilon_s=\varepsilon\). For \(\varepsilon_s<\varepsilon\) the model's \(W\) turns repulsive within about 0.02 nm of each plate, an artefact of the abrupt step in permittivity.

### 4. Real electrodes, response time, bias and temperature

**Electrodes.** Let the potential decay into an electrode as \(e^{-p|x|}\), and let \(\varepsilon_s\) be the electrode's background permittivity. At the left interface an incident wave \(e^{kx}\) in the oxide gives a reflected wave \(re^{-kx}\) and \((1+r)e^{px}\) in the electrode. Continuity of the displacement requires \(\varepsilon k(1-r)=\varepsilon_sp(1+r)\), so

\[
r=\frac{\varepsilon k-\varepsilon_sp}{\varepsilon k+\varepsilon_sp}.
\]

A metal of screening length \(\lambda\) has \(p^2=k^2+1/\lambda^2\); undoped silicon has \(p=k\). Let \(B\) and \(C\) be the midpoint amplitudes of the waves returned by the left and right electrodes, relative to the direct wave, and let \(t=e^{-kd}\). Each electrode reflects the direct wave and the wave returned by the other:

\[
B=r_1t(1+C),\qquad C=r_2t(1+B),
\]

\[
B+C=\frac{(r_1+r_2)t+2r_1r_2t^2}{1-r_1r_2t^2},\qquad
\Delta=-\frac{e^2}{8\pi\varepsilon_0\varepsilon}\int_0^\infty(B+C)\,dk .
\]

For \(r_1=r_2=-1\) this reduces to \(B+C=-2/(e^{kd}+1)\), as before. Two separate cases show the size of the effect. With two screened metal plates, \(\lambda=0.05\) nm and \(\varepsilon_s=1\) (rough values for aluminium), the lowering falls from 0.296 to 0.257 eV. The sign of this shift belongs to the model, which places the induced charge inside the metal. In a self-consistent jellium model of aluminium facing vacuum, the image plane lies about 0.07 to 0.09 nm outside the edge of the positive background, and ideal plates at those planes would give about 0.33 eV. For a real interface the direction depends on where \(d\) is measured and on how the metal joins the oxide. With one ideal plate and one undoped silicon electrode (\(\varepsilon_s=11.7\)) it is 0.266 eV.

**Response time.** A scale for the time spent under the barrier is \(\tau=d\sqrt{m/2\Phi}=1.0\) fs. It is a scale for comparison, not a measured duration. A lattice vibration of roughly 0.15 eV has \(\omega\tau=0.23\), so the ions hardly follow, which supports the optical permittivity. The static value, about 3.9, would give 0.17 eV. The metal must respond faster than \(\tau\). A free-electron metal with permittivity \(1-\omega_p^2/\omega^2\) has its surface resonance where this equals \(-\varepsilon\), at \(\omega_p/\sqrt{1+\varepsilon}\). For a rough \(\hbar\omega_p=15\) eV this is 8.3 eV, with \(\omega\tau\approx13\). That is the value for a single interface. Across a thin gap the resonances of the two surfaces couple, but those with a potential even about the midpoint, the only ones that act on an electron there, lie no lower. A nearly static image is therefore reasonable at the midpoint.

**Bias.** In this linear model a bias leaves \(W(x)\) unchanged and adds a tilt. At 1 V the mean field is 6.7 MV/cm, below a rough breakdown field of 10 MV/cm but of the same order. Measured from the Fermi level of the negative plate, the barrier at the midpoint is \(3.2-0.5-0.296=2.40\) eV. Its top is now at 2.52 eV, 0.45 nm from that plate, so the midpoint lowering no longer describes the top.

**Temperature.** The number of electrons arriving with energy \(E\) along \(x\), measured from the Fermi level, is proportional to \(k_BT\ln(1+e^{-E/k_BT})\). For the barrier without image lowering, \(dS/dE=-2\tau/\hbar\) at the Fermi level, so the transmission varies as \(e^{2\tau E/\hbar}\) near it. Integrating the product at 300 K gives a one-way current 1.01 times that at zero temperature, with the barrier held fixed. At zero bias an equal current flows back, so the net current is zero.

**The model beside a device.** An oxide of 1.5 nm lies in the range where direct tunnelling matters in gate stacks. A gate stack, however, has silicon on one side, and often a high-permittivity film between the oxide and the metal. Replacing one ideal plate by undoped silicon lowers \(\Delta\) by about 10%, to 0.266 eV, with the other plate kept ideal. A real gate metal is not an ideal plate either, and the two corrections then act together. Their joint value is not computed here, but within the screening model above its direction follows from

\[
\frac{\partial(B+C)}{\partial r_1}=\frac{t(1+r_2t)^2}{(1-r_1r_2t^2)^2}>0 .
\]

In that model finite screening raises \(r_1\) above \(-1\), which makes \(B+C\) less negative at every \(k\). A metal screened in this way and facing silicon therefore gives less than 0.266 eV; a metal whose image plane lies outside its nominal edge would shift the value the other way. The high-permittivity film is not treated. The value 0.30 eV is thus the ideal-plate result at the midpoint, and within the screening model above it overestimates the lowering for a metal facing undoped silicon across the same oxide.

## Computed results

```
plate separation d = 1.5 nm
optical relative permittivity = 2.25
e^2/(4 pi eps0) = 1.43996 eV nm
e^2/(4 pi eps0 eps) = 0.63998 eV nm
e^2/(4 pi eps0 eps d) = 0.42666 eV
ln 2 = 0.693147
lowering from 1 image shells = 0.4267 eV
lowering from 2 image shells = 0.2133 eV
lowering from 3 image shells = 0.3555 eV
lowering from 4 image shells = 0.2489 eV
lowering from 5 image shells = 0.3342 eV
lowering from 6 image shells = 0.2631 eV
lowering from 9 image shells = 0.3181 eV
lowering from 10 image shells = 0.2755 eV
mean of 9- and 10-shell sums = 0.2968 eV
shells needed for 1 percent = 72
MIDPOINT LOWERING, formula = 0.2957 eV
midpoint lowering, Poisson grid = 0.2957 eV
slip, no factor one half = 0.5915 eV
slip, wrong summation order = 0.4436 eV
plate potential energy in wrong order = -0.2957 eV
induced charge per plate / electron charge = -0.50000
plate attraction from charge density = 0.19716 eV/nm
lowering / d = 0.19716 eV/nm
lowering at x = d/4 = 0.4436 eV
metal screening length (rough) = 0.05 nm
lowering with screened metal plates = 0.2569 eV
silicon relative permittivity (rough) = 11.7
lowering, one ideal metal, one silicon = 0.2657 eV
static oxide permittivity (rough) = 3.9
lowering with static permittivity = 0.1706 eV
barrier (rough) = 3.2 eV; mass (rough) = 0.5 m_e
tunnelling time scale = 1.000 fs
phonon energy (rough) = 0.15 eV; omega*tau = 0.228
Al bulk plasmon energy (rough) = 15.0 eV
Al/oxide surface plasmon = 8.32 eV
surface plasmon omega*tau = 12.6
WKB exponent, no image = 19.441
WKB exponent, uniform midpoint lowering = 18.521
WKB exponent, full image profile = 16.071
exponential gain, uniform lowering = 2.51
exponential gain, full profile = 29.07
turning point from plate, full profile = 0.0500 nm
bias = 1.0 V; mean field = 6.67 MV/cm
oxide breakdown field (rough) = 10 MV/cm
biased barrier at midpoint = 2.4043 eV
biased barrier top = 2.5194 eV at x = 0.451 nm
temperature = 300 K; kT = 0.02585 eV
thermal current factor = 1.0102
```
